# Island density after instantaneous deposition with irreversible aggregation

## First half: rate equations, final density and island sizes

A short burst of vapour places adatoms on an empty, flat crystal surface at density $n_0$ (number per area). The burst is so short that nothing moves while it lasts, and no atoms arrive afterwards. The adatoms then diffuse, meet and stick. Growth under a steady flux is a contest between arrival and diffusion. Here the contest is between two fates of an adatom: to found a new island with another adatom, or to join an island that already exists. The problem asks how many islands remain when every adatom has been used up.

The following assumptions hold throughout the first half.

- Only single adatoms move, with diffusion coefficient $D$ defined by a mean square displacement $4Dt$ in the plane.
- Every contact is permanent. A pair of atoms is already a stable, immobile island.
- No atom leaves the surface, and there are no steps or defects.
- The coverage is small, so islands do not touch and few atoms land beside one another.
- Densities are treated as uniform averages (mean field).

### (a) Counting the encounters

*Let $n(t)$ be the adatom density and $N(t)$ the density of islands of two or more atoms. An adatom meets immobile objects of density $N$ at the rate $\sigma DN$, where the dimensionless constant $\sigma$ is the capture number. Take the same $\sigma$ for islands of every size and for adatoms as targets. Write the rate equations.*

**Solution.** Adatoms join islands at the rate $\sigma DnN$ per area. Each such event removes one adatom and leaves the number of islands unchanged.

Meetings between two adatoms need more care, because both partners move. If two particles diffuse independently, the mean square change of their separation is the sum of the two single displacements, $4Dt+4Dt=4(2D)t$. Their relative diffusion coefficient is therefore $2D$, and a chosen adatom meets other adatoms at the rate $\sigma(2D)n$. Multiplying by $n$ counts every meeting twice, once for each partner. The number of meetings per area and time is

$$\frac12\,n\,\sigma(2D)\,n=\sigma Dn^2 .$$

Each meeting creates one island and removes two adatoms. Hence

$$\frac{dn}{dt}=-2\sigma Dn^2-\sigma DnN,\qquad \frac{dN}{dt}=\sigma Dn^2, \tag{1}$$

with $n(0)=n_0$ and $N(0)=0$.

The factor 2 in the first equation counts the atoms lost per meeting. The factor $2D$ from relative motion has been cancelled by the factor $\tfrac12$ for double counting. "Equal capture numbers" thus means that a given pair of adatoms reacts twice as fast as a given adatom and island. Equal reaction constants for both kinds of pair would be a different model, which part (f) treats.

Dimensions already restrict the answer. The constant $\sigma D$ has the unit of area per time, and $n_0$ is the only density in the problem. The final island density must be a pure number times $n_0$, and the task is to find that number.

### (b) A clock that makes the equations linear

*Define*

$$\tau(t)=\int_0^t\sigma D\,n(t')\,dt' .$$

*Say what $\tau$ measures, rewrite (1) with $\tau$ as the independent variable, and solve.*

**Solution.** Adatoms reach a given island at the rate $\sigma Dn$. So $\tau$ is the mean number of adatoms that an island present from the beginning would have captured by time $t$. It is a clock that ticks with encounters and slows down as adatoms become scarce.

Since $d\tau/dt=\sigma Dn$, a derivative with respect to $\tau$ is the time derivative divided by $\sigma Dn$. Each term of (1) contains this factor, and it cancels:

$$\frac{dn}{d\tau}=-2n-N,\qquad \frac{dN}{d\tau}=n. \tag{2}$$

These equations are linear. Differentiate the second one and insert the first, then replace $n$ by $dN/d\tau$:

$$\frac{d^2N}{d\tau^2}=\frac{dn}{d\tau}=-2\frac{dN}{d\tau}-N .$$

This gives

$$\frac{d^2N}{d\tau^2}+2\frac{dN}{d\tau}+N=0 .$$

A trial function $e^{\lambda\tau}$ requires $\lambda^2+2\lambda+1=(\lambda+1)^2=0$. The root $\lambda=-1$ is double, as for a critically damped oscillator, and the general solution is $N=(A+B\tau)e^{-\tau}$. The condition $N(0)=0$ gives $A=0$. The second condition is $dN/d\tau=n_0$ at $\tau=0$, which gives $B=n_0$. Therefore

$$N=n_0\,\tau e^{-\tau},\qquad n=\frac{dN}{d\tau}=n_0(1-\tau)e^{-\tau}. \tag{3}$$

### (c) The final density

*At which value of $\tau$ does aggregation end, and what is the final island density $N_\infty$? On which properties of the surface does it depend?*

**Solution.** By (3), the adatom density vanishes at $\tau=1$. The clock cannot pass this value, because its own speed is proportional to $n$:

$$\frac{d\tau}{dt}=\sigma Dn_0(1-\tau)e^{-\tau}. \tag{4}$$

The right side is positive for $\tau<1$ and zero at $\tau=1$. With constant $D$, $\tau$ rises steadily towards 1 and reaches it only as $t\to\infty$. Inserting $\tau=1$ in (3) gives

$$\boxed{N_\infty=\frac{n_0}{e}\approx0.3679\,n_0}$$

where $e$ is Euler's number.

The reason for the exponential can be seen by counting objects of both kinds, $M=n+N$. Adding the two equations (2) gives

$$\frac{dM}{d\tau}=-n-N=-M,\qquad M=n_0e^{-\tau}.$$

Every encounter, of either type, turns two objects into one, so the total falls exponentially on the encounter clock. The fraction of objects that are islands, $q=N/M$, obeys

$$\frac{dq}{d\tau}=\frac1M\frac{dN}{d\tau}-\frac{N}{M^2}\frac{dM}{d\tau}=\frac nM+\frac NM=1 .$$

It grows linearly, $q=\tau$. When all objects are islands, $q=1$, the clock shows 1 and the number of objects has fallen by the factor $e$.

Eliminating $\tau$ from $M=n_0e^{-\tau}$ and $\tau=q$ gives a quantity that stays constant during aggregation:

$$(n+N)\exp\!\left(\frac{N}{n+N}\right)=n_0 . \tag{5}$$

Neither $\sigma$ nor $D$ appears in $N_\infty$. Both fates of an adatom are reached by the same diffusion, so a faster surface finishes sooner with the same number of islands. This also holds if the temperature, and with it $D$, changes during aggregation. Separating (4) gives

$$\int_0^\tau\frac{e^x}{1-x}\,dx=n_0\int_0^t\sigma D\,dt' ,\tag{6}$$

and the left side diverges as $\tau\to1$. The final state is approached whenever the integral on the right grows without limit. The independence from temperature belongs to this model; heating that lets islands move or dissolve lies outside it.

The same number follows from a game of chance. Pick an adatom at random and let it hit any one of the other objects, each with equal probability. For large numbers the target is an adatom with probability $n/(n+N)$ and an island with probability $N/(n+N)$. The mean changes per move are then

$$\Delta N=\frac{n}{n+N},\qquad \Delta n=-\frac{2n+N}{n+N},$$

and their ratio is that of the two equations (2). A simulated game with 200,000 adatoms ended with $0.3679$ islands per adatom.

### (d) How long it takes

*For constant $D$, find the relation between $\tau$ and $t$, and the decay of the last adatoms.*

**Solution.** In (6), substitute $y=1-x$, so that $e^x=e\,e^{-y}$ and $dx=-dy$. The limits $x=0$ and $x=\tau$ become $y=1$ and $y=1-\tau$:

$$\sigma Dn_0t=e\int_{1-\tau}^{1}\frac{e^{-y}}{y}\,dy=e\,[E_1(1-\tau)-E_1(1)],\qquad E_1(z)=\int_z^\infty\frac{e^{-y}}{y}\,dy. \tag{7}$$

At early times $\tau\approx\sigma Dn_0t$ and $N\approx\sigma Dn_0^2t$, so islands appear at a constant rate.

For late times the behaviour of $E_1(z)$ at small $z$ is needed. Integration by parts gives

$$E_1(z)=-e^{-z}\ln z+\int_z^\infty e^{-y}\ln y\,dy .$$

As $z\to0$ the last integral tends to $-\gamma$, where $\gamma\approx0.577$ is Euler's constant, and the first term tends to $-\ln z$. Thus $E_1(z)\approx-\gamma-\ln z$. With $z=1-\tau$, (7) becomes

$$-\ln(1-\tau)\approx\gamma+E_1(1)+\frac{\sigma Dn_0t}{e}.$$

Near $\tau=1$, (3) gives $n\approx(n_0/e)(1-\tau)$. Since $n_0/e=N_\infty$,

$$n\approx n_0\,e^{-1-\gamma-E_1(1)}\,e^{-\sigma DN_\infty t}\approx0.166\,n_0\,e^{-\sigma DN_\infty t}. \tag{8}$$

The exponent is the rate at which one adatom is captured by the final set of islands. Meetings between the last adatoms are of second order in their small density and do not affect it.

### (e) The sizes of the islands

*Let $N_s$ be the density of islands with $s$ atoms. Find $N_s$ during aggregation and at its end.*

**Solution.** An island of size $s$ appears when an adatom joins one of size $s-1$, and disappears when it captures an adatom itself. For $s\ge3$,

$$\frac{dN_s}{dt}=\sigma Dn\,(N_{s-1}-N_s).$$

For $s=2$ the gain is $\sigma Dn^2$, so the same form holds if we write $N_1=n$. Division by $\sigma Dn$ gives

$$\frac{dN_s}{d\tau}=N_{s-1}-N_s,\qquad s\ge2. \tag{9}$$

Consider the Poisson functions $P_k=e^{-\tau}\tau^k/k!$. By the product rule, for $k\ge1$,

$$\frac{dP_k}{d\tau}=e^{-\tau}\frac{\tau^{k-1}}{(k-1)!}-e^{-\tau}\frac{\tau^k}{k!}=P_{k-1}-P_k .$$

The adatom density in (3) is $N_1=n_0(P_0-P_1)$. This suggests

$$N_s=n_0(P_{s-1}-P_s)=n_0e^{-\tau}\left[\frac{\tau^{s-1}}{(s-1)!}-\frac{\tau^s}{s!}\right]. \tag{10}$$

For $s\ge2$ the derivative of (10) is

$$n_0[(P_{s-2}-P_{s-1})-(P_{s-1}-P_s)]=N_{s-1}-N_s,$$

as (9) demands. Also $N_s=0$ at $\tau=0$. Once $N_{s-1}$ is known, (9) is a first-order linear equation with one solution for a given initial value, so (10) is the solution for each $s$ in turn.

At the end $\tau=1$, and with $1/(s-1)!=s/s!$,

$$\frac{N_s}{N_\infty}=\frac{1}{(s-1)!}-\frac1{s!}=\frac{s-1}{s!}. \tag{11}$$

The sum over $s\ge2$ telescopes to $1/1!=1$. The shares for $s=2,3,4,5,6$ are $0.500$, $0.333$, $0.125$, $0.033$ and $0.007$. The mean size is $n_0/N_\infty=e\approx2.72$ atoms, because all atoms end in islands.

Half of all islands are dimers. They hold $2N_2/n_0=2\cdot\tfrac12\cdot\tfrac1e$, or 37 %, of the atoms. The assumption of irreversible aggregation therefore rests on the stability and immobility of the smallest island, and a surface on which dimers break or move within the aggregation time does not belong to this regime.

## Second half: exceptions and a worked example

The symbols carry over. Adatoms of initial density $n_0$ have density $n$ and diffusion coefficient $D$; islands have density $N$ and final density $N_\infty$; $\sigma$ is the capture number. The encounter clock obeys $d\tau/dt=\sigma Dn$. For instantaneous deposition with equal capture numbers, the first half found $N_\infty=n_0/e$, reached at $\tau=1$. It also found that $(n+N)e^{q}$, with $q=N/(n+N)$, stays constant during aggregation without flux. Each of the next three parts drops one assumption and keeps the others.

### (f) Unequal capture numbers

*Let islands keep the capture number $\sigma$, and let adatoms as targets have $r\sigma$ with constant $r$. Find $N_\infty/n_0$.*

**Solution.** The adatom–adatom terms acquire the factor $r$. On the clock $\tau$,

$$\frac{dn}{d\tau}=-2rn-N,\qquad\frac{dN}{d\tau}=rn .$$

Use the ratio $u=N/n$, which runs from 0 to infinity. Its derivative is

$$\frac{du}{d\tau}=\frac1n\frac{dN}{d\tau}-\frac{N}{n^2}\frac{dn}{d\tau}=r+u(2r+u)=u^2+2ru+r .$$

Dividing $dn/d\tau=-n(2r+u)$ by this result and integrating gives

$$\ln\frac{n_0}{n}=\int_0^u\frac{2r+v}{v^2+2rv+r}\,dv .$$

Write the numerator as $(v+r)+r$. The first part is half the derivative of the denominator, so

$$\ln\frac{n_0}{n}=\frac12\ln\frac{u^2+2ru+r}{r}+r\int_0^u\frac{dv}{v^2+2rv+r}.$$

Since $N=un$,

$$\ln\frac N{n_0}=\ln\frac{u}{\sqrt{u^2+2ru+r}}+\frac12\ln r-r\int_0^u\frac{dv}{v^2+2rv+r}.$$

As $u\to\infty$ the first logarithm vanishes. With $w=v+r$ in the integral,

$$\frac{N_\infty}{n_0}=\sqrt r\,e^{-rJ},\qquad J=\int_r^\infty\frac{dw}{w^2+r-r^2}. \tag{12}$$

The integral takes three forms:

- for $r<1$, $J=\arctan(a/r)/a$ with $a=\sqrt{r-r^2}$;
- for $r=1$, $J=\int_1^\infty dw/w^2=1$, which returns $1/e$;
- for $r>1$, $J=\operatorname{artanh}(b/r)/b$ with $b=\sqrt{r^2-r}$.

The case $r=\tfrac12$ has equal reaction constants for a pair of adatoms and for an adatom and an island. Then $a=\tfrac12$, $J=\pi/2$ and $N_\infty/n_0=e^{-\pi/4}/\sqrt2=0.322$. For $r=0.2$, 2 and 5, (12) gives $0.257$, $0.407$ and $0.445$.

For $r\to0$, $rJ\to0$ and the fraction falls as $\sqrt r$, since the few islands that form take nearly all the atoms. For $r\to\infty$, $b/r\approx1-1/(2r)$, so $\operatorname{artanh}(b/r)\approx\frac12\ln(4r)$ and $rJ\approx\frac12\ln(4r)$. The fraction tends to $\sqrt r/\sqrt{4r}=\tfrac12$, because all adatoms pair up.

The number $1/e$ thus belongs to $r=1$. A factor of two in $r$ lowers it by 12 % or raises it by 11 %.

### (g) Traps on the surface

*Before deposition the surface holds traps of density $T_0$. Each pins the first adatom that reaches it and then acts as an island. Traps have the same $\sigma$. Find the final density of islands, counting a pinned single atom as an island.*

**Solution.** Let $T$ be the density of empty traps, and let $N$ include filled traps. An adatom that fills a trap removes one empty trap and adds one island:

$$\frac{dn}{d\tau}=-2n-N-T,\qquad \frac{dN}{d\tau}=n+T,\qquad\frac{dT}{d\tau}=-T .$$

The sum $S=N+T$ obeys $dS/d\tau=n$, and $dn/d\tau=-2n-S$. These are the equations of part (b) with $S$ in place of $N$, so $S=(A+B\tau)e^{-\tau}$. Now $S(0)=T_0$ gives $A=T_0$. The initial slope $B-A=n_0$ gives $B=n_0+T_0$. Differentiation yields

$$n=\frac{dS}{d\tau}=[\,n_0-(n_0+T_0)\tau\,]\,e^{-\tau}.$$

The adatoms are used up at $\tau_*=n_0/(n_0+T_0)$, earlier than before. There

$$S=\left[T_0+(n_0+T_0)\tau_*\right]e^{-\tau_*}=(T_0+n_0)e^{-\tau_*},$$

and $T=T_0e^{-\tau_*}$ traps are still empty. Subtraction leaves

$$N_\infty=n_0\exp\!\left(-\frac{n_0}{n_0+T_0}\right). \tag{13}$$

Without traps this is $n_0/e$. For $T_0\gg n_0$ it tends to $n_0$, with nearly every atom alone in its trap. Traps matter when their density is not small compared with $n_0$.

### (h) A pulse of finite length

*Let atoms arrive at the rate $F(t)$ per area, with $\int F\,dt=n_0$, on an initially empty surface without traps. How does $N_\infty$ change? Treat a uniform pulse of length $t_p$ in the limits of small and large $p=\sigma Dn_0t_p$.*

**Solution.** The flux adds $F$ to $dn/dt$. Follow the quantity $I=(n+N)e^q$. The aggregation terms leave it constant, so it changes through $F$ alone:

$$\frac{dI}{dt}=F\,\frac{\partial I}{\partial n}=F\left[e^q+(n+N)e^q\left(-\frac{N}{(n+N)^2}\right)\right]=F(1-q)e^q .$$

Here $\partial q/\partial n=-N/(n+N)^2$ was used. Initially $I=0$. At the end $n=0$ and $q=1$, so $I=eN_\infty$. Therefore

$$N_\infty=\frac1e\int F\,(1-q)e^q\,dt . \tag{14}$$

The function $(1-q)e^q$ equals 1 at $q=0$, and its derivative $-qe^q$ is negative for $q>0$. So $N_\infty\le n_0/e$ for any pulse shape in this model. Late arrivals find islands already present and join them more often.

*Short pulse.* Let $s=t/t_p$. For $p\ll1$, little reacts during the pulse, and $n\approx n_0s$. Then $dN/ds=t_p\sigma Dn^2\approx pn_0s^2$, hence $N\approx pn_0s^3/3$ and $q\approx ps^2/3$. Expanding, $(1-q)e^q=1-q^2/2+\dots$, and (14) gives

$$\frac{N_\infty}{n_0}\approx\frac1e\left(1-\int_0^1\frac{p^2s^4}{18}\,ds\right)=\frac1e\left(1-\frac{p^2}{90}\right). \tag{15}$$

The correction has no term linear in $p$, so the pulse need not be extremely short.

*Long pulse.* For $p\gg1$ the adatom density settles where arrival balances capture by islands, $F\approx\sigma DnN$, so $n\approx F/(\sigma DN)$. Then

$$\frac{dN}{dt}=\sigma Dn^2\approx\frac{F^2}{\sigma DN^2},\qquad N^3\approx\frac{3F^2t}{\sigma D}.$$

At $t=t_p$, with $F=n_0/t_p$,

$$\frac{N_\infty}{n_0}\approx\left(\frac3p\right)^{1/3}. \tag{16}$$

The adatoms left at the end of the pulse are few: $n/N\approx(n_0/N)^2/p=3^{-2/3}p^{-1/3}$. The density now varies as $D^{-1/3}$, and the dependence on temperature has returned.

Between the limits, the rate equations with flux were integrated numerically by an implicit Runge–Kutta method. For $p=0.1$, 1, 10 and 100 the fraction is $0.368$, $0.365$, $0.323$ and $0.218$. Law (16) would give $0.311$ at $p=100$, so it is not yet usable there. At $p=10^8$ the integration gives $0.00310$ and the law $0.00311$.

### (i) A pulse of gold on Au(111)

*A pulse of 5 µs deposits 0.01 monolayer of Au on Au(111) at 120 K. Take a cubic lattice constant of 0.408 nm, a hop barrier of 0.15 eV, an attempt rate of $10^{12}\ \mathrm{s^{-1}}$ and $\sigma=4$. Find the island density and the time it takes to form.*

**Solution.** The material inputs and the pulse length are rough typical values; $\sigma$ is a round choice. Neighbouring sites are $d=0.408\ \mathrm{nm}/\sqrt2=0.2885$ nm apart. Each site of the triangular lattice occupies the area $\sqrt3d^2/2$, which gives $2/(\sqrt3d^2)=13.87\ \mathrm{nm^{-2}}$. Hence

$$n_0=0.01\times13.87\ \mathrm{nm^{-2}}=0.1387\ \mathrm{nm^{-2}},$$

$$N_\infty=\frac{0.1387}{2.718}\ \mathrm{nm^{-2}}=0.051\ \mathrm{nm^{-2}}=5.1\times10^{12}\ \mathrm{cm^{-2}}.$$

The typical island spacing is $N_\infty^{-1/2}=4.4$ nm. No barrier was needed for these numbers.

The times do depend on the barrier. With Boltzmann's constant $k_B$, the total hop rate is

$$\Gamma=10^{12}\ \mathrm{s^{-1}}\,\exp\!\left(-\frac{0.15\ \mathrm{eV}}{k_B\cdot120\ \mathrm K}\right)=5.0\times10^5\ \mathrm{s^{-1}}.$$

Independent hops of length $d$ give a mean square displacement $d^2\Gamma t=4Dt$, so $D=d^2\Gamma/4=1.04\times10^4\ \mathrm{nm^2/s}$. This is a simplification: on a real fcc(111) face an adatom hops between fcc and hcp hollows, a distance $d/\sqrt3$. At the same $\Gamma$ this gives $D=d^2\Gamma/12$, which makes the times below three times longer and $p$ three times smaller. The unit of time is

$$\frac1{\sigma Dn_0}=\frac{1}{4\times1.04\times10^4\times0.1387}\ \mathrm s\approx173\ \mathrm{µs}.$$

The islands reach 99 % of their final density when $\tau e^{1-\tau}=0.99$. Solving this for $\tau$ numerically and inserting it in (7) gives 0.63 ms. In the same way, $n$ falls to 1 % of $n_0$ after 1.3 ms.

The pulse number is $p=5/173=0.029$, and by (15) the pulse acts as instantaneous. This conclusion depends on the assumed barrier. At 120 K a barrier of 0.10 eV gives $p=3.6$ and $N_\infty/n_0=0.351$, and one of 0.05 eV gives $p\approx460$ and $0.15$. At 200 K, with all else fixed, $p=9.6$. Integration then gives $N_\infty/n_0=0.325$, which is 12 % below $1/e$ from the pulse length alone. This value assumes immobile dimers. With the dimer barrier of 0.25 eV assumed in (j), dimers hop $5\times10^5$ times per second at 200 K, and the island density falls to about $0.24\,n_0$ within a millisecond.

### (j) What the example leaves out

*Estimate the neglected effects for the same numbers.*

**Solution.** *Dimers.* Assume rough barriers of 0.25 eV for dimer motion and 0.5 eV for break-up, with the same attempt rate. In the 1.3 ms above, a dimer makes 0.04 hops on average and has a break-up probability of about $10^{-12}$. With the same $\sigma$, and with all other islands treated as immobile, a dimer would meet another island after about 7 s. Half of the islands are dimers that move as well; counting their motion as in part (a) raises the rate by a factor 1.5 and shortens the time to about 5 s. The predicted density is thus a plateau that lasts from milliseconds to about one second, not a permanent state. Desorption over a rough barrier of 3 eV is negligible at 120 K.

*Surface reconstruction.* Clean Au(111) has a herringbone reconstruction whose elbows can act as nucleation sites. Take a rough elbow density of $0.01\ \mathrm{nm^{-2}}$ and treat every elbow as a perfect trap with the same capture number as an island. Then (13) gives

$$N_\infty=0.1387\exp\!\left(-\frac{0.1387}{0.1487}\right)\mathrm{nm^{-2}}=0.055\ \mathrm{nm^{-2}},$$

7 % above the trap-free value. Whether gold adatoms are held this firmly at elbows is not settled by the model.

*Steps.* Near an absorbing step, diffusion towards it competes with capture by islands. A steady profile obeys $D\,d^2n/dx^2=\sigma DNn$ and varies over the length $\xi=(\sigma N)^{-1/2}$. With the final density, $\xi=(4\times0.051)^{-1/2}\approx2.2$ nm. On a terrace 100 nm wide, strips of width $\xi$ at both edges contain $2\xi/(100\ \mathrm{nm})\approx4$ % of the adatoms. This gives the order of magnitude of the loss, since the island density changes with time and is lower near the steps.

*Space and island shape.* Mean-field theory ignores where the islands are. A hopping simulation on a triangular lattice with periodic boundaries includes this. Atoms are placed at random, hop to neighbouring sites and freeze on contact; connected clusters count as islands. Twenty-five runs with 400 atoms on $200\times200$ sites (0.01 monolayer) gave

$$\frac{N_\infty}{n_0}=0.355\pm0.002 ,$$

where the uncertainty is the standard error. Eight runs with 1600 atoms on $400\times400$ sites, at the same coverage, gave $0.360\pm0.002$, so the third digit is not settled and the value lies 2 to 3.5 % below $1/e$. Eight runs with 400 atoms on $400\times400$ sites gave $0.359\pm0.003$. The simulation includes atoms that land side by side (6 % at the higher coverage), extended islands and correlated positions, and it does not separate their effects.

The hops also yield an effective capture number. Suppose $\tau=1$ at the end, so $\sigma D\int n\,dt=1$. The mean number of hops per atom is $h=\Gamma\int n\,dt/n_0$. With $D=d^2\Gamma/4$,

$$\sigma=\frac{4}{h\,n_0d^2}.$$

At 0.01 monolayer $h=98.7$ and $n_0d^2=0.02/\sqrt3$, so $\sigma=3.5$. At 0.0025 monolayer $h=595$ and $\sigma=2.3$. The capture number is therefore not a universal constant, yet the island fraction hardly changes. In the mean-field formulas, using 3.5 instead of 4 lengthens the times in (i) by 14 % and leaves the density as it is. A single averaged capture number does not describe the capture of the last adatoms. On the lattice at 0.01 monolayer the effective value falls from about 4.8 while half of the adatoms vanish to about 2.9 for the last few per cent, and $n$ reaches 1 % of $n_0$ after about 1.9 ms, some 40 % later than in (i).

*The real case.* Pulsed laser deposition supplies atoms in short bursts, which is the situation modelled here. The temperature of 120 K is low for film growth; it was chosen so that the pulse is short and dimers stay in place. Real surfaces break the assumptions of a uniform, defect-free terrace and of constant, equal capture numbers. In the estimates above, traps, steps and the positions of the islands change the density by less than 10 % each, and a capture ratio that is off by a factor of two changes it by about 12 %. Atoms from a laser plume can also arrive with energies far above thermal, and the model does not size that effect. For atoms that arrive with thermal energies, the model suggests a rule for the first pulse on a clean surface: the island density just after aggregation is set mainly by the dose and hardly by the temperature, provided that $p$ is well below 1, terraces are much wider than $\xi$, traps are few compared with $n_0$, and dimers neither move nor break before the adatoms are gone.
